# Generalized norm conservation and the constraint count for two reference energies

## Definitions and conventions

Atomic units are used in the algebra; numbers in the example are in eV and Å. The atom is spherical and nonrelativistic, with a local all-electron potential $V(r)$. One angular momentum $l$ is treated at a time. Radial functions are real and include the factor $r$, so that the orbital is $u(r)Y_{lm}/r$ and the radial kinetic operator is

$$T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.$$

Choose $n$ distinct reference energies $\varepsilon_i$. At each one let $u_i$ be the solution of $(T+V-\varepsilon_i)u_i=0$ that is regular at the origin, $u_i\sim r^{l+1}$. It need not be a bound state. Since it otherwise has no finite norm, all brackets are restricted to the core region:

$$\langle f|g\rangle=\int_0^{r_c}f(r)\,g(r)\,dr .$$

A pseudo function $\varphi_i$ is regular at the origin, equals $u_i$ for $r\ge r_c$, and joins it at $r_c$ with continuous value and slope. A local potential $V_{\rm loc}$, common to all references, equals $V$ for $r\ge r_c$ and is smooth inside. Define

$$\chi_i=(\varepsilon_i-T-V_{\rm loc})\varphi_i,\qquad B_{ij}=\langle\varphi_i|\chi_j\rangle,\qquad q_{ij}=\langle u_i|u_j\rangle-\langle\varphi_i|\varphi_j\rangle .$$

The function $\chi_i$ vanishes for $r>r_c$, because there $\varphi_i$ and $V_{\rm loc}$ coincide with $u_i$ and $V$. The matrix $q$ is symmetric by definition; $B$ need not be. Assume that $B$ is invertible, and define the projectors and the nonlocal potential

$$\beta_i=\sum_k\chi_k(B^{-1})_{ki},\qquad V_{\rm NL}=\sum_{ij}|\beta_i\rangle B_{ij}\langle\beta_j| .$$

In three dimensions each $\beta_i$ is multiplied by $Y_{lm}/r$ and the operator is summed over $m$.

## Theorem

**(a)** Each $\varphi_i$ satisfies $(T+V_{\rm loc}+V_{\rm NL})\varphi_i=\varepsilon_i\varphi_i$, whatever the value of $q$.

**(b)** $V_{\rm NL}$ is Hermitian if and only if $q_{ij}=0$ for all $i\ne j$.

**(c)** Let $V_{\rm NL}$ be Hermitian and $u_i(r_c)\neq0$. Suppose that near $\varepsilon_i$ the regular solution of the pseudo equation is unique up to scale and depends differentiably on energy. Then the logarithmic derivative at $r_c$ agrees with the all-electron one at $\varepsilon_i$, and its energy slope agrees if and only if $q_{ii}=0$.

Thus the full condition $q_{ij}=0$ for all pairs gives a Hermitian, energy-independent, norm-conserving potential with $n$ projectors. Its off-diagonal part secures Hermiticity, and its diagonal part secures the norms and the slopes.

## Lemma 1: action of the projectors

The projectors are dual to the pseudo functions, because

$$\langle\varphi_j|\beta_i\rangle=\sum_k\langle\varphi_j|\chi_k\rangle(B^{-1})_{ki}=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ji}.$$

Inverting the definition of $\beta_i$ gives $\chi_j=\sum_i\beta_iB_{ij}$. Therefore

$$V_{\rm NL}\varphi_k=\sum_{ij}\beta_iB_{ij}\langle\beta_j|\varphi_k\rangle=\sum_i\beta_iB_{ik}=\chi_k .$$

The definition of $\chi_k$ also says $(T+V_{\rm loc})\varphi_k=\varepsilon_k\varphi_k-\chi_k$. Adding the two results proves part (a). The second derivative of $\varphi_k$ may jump at $r_c$, but no delta function arises, since the slope is continuous.

## Lemma 2: the symmetry defect of $B$

For every pair,

$$B_{ij}-B_{ji}=(\varepsilon_i-\varepsilon_j)\,q_{ij}.$$

**Proof.** Insert the definition of $\chi$ in both matrix elements. The centrifugal term and $V_{\rm loc}$ multiply the same product $\varphi_i\varphi_j$ in each and cancel. What remains is

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\varphi_i|\varphi_j\rangle+\frac12\int_0^{r_c}(\varphi_i\varphi_j''-\varphi_j\varphi_i'')\,dr .$$

The last integrand is the derivative of $\varphi_i\varphi_j'-\varphi_i'\varphi_j$, which vanishes at the origin for regular functions. Hence

$$B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\varphi_i|\varphi_j\rangle+\frac12\left[\varphi_i\varphi_j'-\varphi_i'\varphi_j\right]_{r_c}.$$

Repeat the calculation with $u_i$, $u_j$ and $V$ in place of $\varphi_i$, $\varphi_j$ and $V_{\rm loc}$. The counterpart of $\chi_i$ is then $(\varepsilon_i-T-V)u_i=0$, so the left side is zero:

$$0=(\varepsilon_j-\varepsilon_i)\langle u_i|u_j\rangle+\frac12\left[u_iu_j'-u_i'u_j\right]_{r_c}.$$

Matching of value and slope makes the two boundary terms equal. Subtracting the second identity from the first leaves $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}$, which is the claim. $\square$

## Lemma 3: energy slope and inner norm

Let $\varphi(r;E)$ be a regular solution for a Hermitian, energy-independent potential whose nonlocal part is confined to $r<r_c$. With $D(E)=\varphi'(r_c)/\varphi(r_c)$,

$$\frac{dD}{dE}=-\frac{2\langle\varphi|\varphi\rangle}{\varphi(r_c)^2}.$$

**Proof.** Write $H$ for the radial Hamiltonian and a dot for the energy derivative. Differentiating $(H-E)\varphi=0$ gives $(H-E)\dot\varphi=\varphi$. Multiply this by $\varphi$, multiply the original equation by $\dot\varphi$, integrate both to $r_c$ and subtract. The local terms cancel, and the nonlocal terms cancel by Hermiticity. The kinetic terms give

$$-\frac12\left[\varphi\dot\varphi'-\dot\varphi\varphi'\right]_{r_c}=\langle\varphi|\varphi\rangle .$$

The quotient rule gives $dD/dE=(\varphi\dot\varphi'-\varphi'\dot\varphi)/\varphi^2$ at $r_c$. Substitution yields the result. It applies equally to the all-electron problem, where the nonlocal part is zero. $\square$

## Proof of parts (b) and (c)

For any radial functions $f$ and $g$,

$$\langle f|V_{\rm NL}g\rangle-\langle V_{\rm NL}f|g\rangle=\sum_{ij}\langle f|\beta_i\rangle(B_{ij}-B_{ji})\langle\beta_j|g\rangle .$$

This vanishes for all $f,g$ if $B$ is symmetric. Conversely, taking $f=\varphi_k$ and $g=\varphi_m$ inside $r_c$ reduces it, by duality, to $B_{km}-B_{mk}$. So $V_{\rm NL}$ is Hermitian if and only if $B$ is symmetric. By Lemma 2 and the distinctness of the energies, this is equivalent to $q_{ij}=0$ for $i\ne j$, which proves (b).

For (c), part (a) and uniqueness identify the pseudo solution at $\varepsilon_i$ with $\varphi_i$. Its logarithmic derivative is that of $u_i$ by matching. Lemma 3, applied to both problems with $\varphi_i(r_c)=u_i(r_c)$, gives

$$\frac{dD_{\rm ps}}{dE}-\frac{dD_{\rm ae}}{dE}=\frac{2\left(\langle u_i|u_i\rangle-\langle\varphi_i|\varphi_i\rangle\right)}{u_i(r_c)^2}=\frac{2q_{ii}}{u_i(r_c)^2}.$$

The slope error vanishes precisely when $q_{ii}=0$. $\square$

## Remarks on meaning and limits

**Norms of superpositions.** If all $q_{ij}$ vanish, then $\sum_ia_i\varphi_i$ and $\sum_ia_iu_i$ have the same core norm for any coefficients, since the difference of the norms is $\sum_{ij}a_ia_jq_{ij}$. This is the sense in which norm conservation has been generalized. For $n=1$ there is no off-diagonal condition: the one-projector potential is Hermitian for any norm, and $q_{11}=0$ is ordinary norm conservation.

**Relation to ultrasoft potentials.** If $q\ne0$, set

$$D_{ij}=B_{ij}+\varepsilon_jq_{ij},\qquad S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| .$$

Lemma 2 gives $D_{ij}-D_{ji}=(\varepsilon_i-\varepsilon_j)q_{ij}+(\varepsilon_j-\varepsilon_i)q_{ij}=0$. Duality gives $\sum_{ij}\beta_iD_{ij}\langle\beta_j|\varphi_k\rangle=\chi_k+\varepsilon_k\sum_i\beta_iq_{ik}$, and therefore

$$\Big(T+V_{\rm loc}+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|\Big)\varphi_k=\varepsilon_kS\varphi_k .$$

Hermiticity is recovered at the price of a generalized eigenvalue problem. Its levels are guaranteed to be real if $S$ is also positive definite. This holds when $q$ has no negative eigenvalue and must otherwise be checked. In Lemma 3 the source term $\varphi$ becomes $S\varphi$, so the norm becomes $\langle\varphi_i|S|\varphi_i\rangle=\langle\varphi_i|\varphi_i\rangle+q_{ii}=\langle u_i|u_i\rangle$ and the slope is again correct. Setting $q=0$ gives $S=1$ and $D=B$.

**Orthonormal projectors.** Let $q=0$ and $G_{ij}=\langle\beta_i|\beta_j\rangle$. Diagonalize the real symmetric matrix $G^{1/2}BG^{1/2}=U\Lambda U^{T}$ and define $p_a=\sum_i\beta_i(G^{-1/2}U)_{ia}$. Then $\langle p_a|p_b\rangle=(U^TG^{-1/2}GG^{-1/2}U)_{ab}=\delta_{ab}$. Inserting $\beta_i=\sum_ap_a(U^TG^{1/2})_{ai}$ in $V_{\rm NL}$ gives

$$V_{\rm NL}=\sum_a|p_a\rangle\Lambda_a\langle p_a| ,$$

with real strengths $\Lambda_a$. Two references thus give two orthonormal projectors.

**What is not guaranteed.** The construction fails if $B$ is singular. If two energies coincide, Lemma 2 makes the corresponding elements of $B$ symmetric without any condition on $q$, so the converse in (b) is lost. The theorem also does not say that a bound $\varphi_i$ is the lowest state of its channel. A ghost state below it is compatible with every condition above and must be looked for separately.

## Proposition: counting the constraints

Suppose each pseudo function matches $M\ge2$ quantities at $r_c$: the value and the first $M-1$ derivatives. For $n$ references, matching and generalized norm conservation impose

$$nM+\frac{n(n+1)}2$$

conditions, the second term being the number of distinct elements of the symmetric matrix $q$. For the two references of Hamann's optimized norm-conserving Vanderbilt (ONCV) scheme this is $2M+3$.

Built in sequence, $\varphi_1$ carries $M+1$ conditions: matching and $q_{11}=0$. Then $\varphi_2$ carries $M+2$: matching, $q_{22}=0$ and $q_{12}=0$. With $\varphi_1$ fixed, the last condition, $\langle\varphi_1|\varphi_2\rangle=\langle u_1|u_2\rangle$, is linear in $\varphi_2$.

**Independence.** Expand each function in $N$ basis functions whose $M$ matching conditions are linearly independent. Variations that preserve matching form a space $\mathcal F$ of dimension $N-M$. Let $f_i$ be the orthogonal projection of $\varphi_i$ onto $\mathcal F$. For variations $\delta_1,\delta_2\in\mathcal F$ the three overlaps change by

$$2\langle f_1|\delta_1\rangle,\qquad\langle f_2|\delta_1\rangle+\langle f_1|\delta_2\rangle,\qquad2\langle f_2|\delta_2\rangle .$$

If a combination with coefficients $a,b,c$ vanishes for all variations, then $2af_1+bf_2=0$ and $bf_1+2cf_2=0$. When $f_1$ and $f_2$ are linearly independent, this forces $a=b=c=0$. The $2M+3$ constraints are then independent, and $2N-2M-3$ parameters remain. In the ONCV scheme this freedom is used to reduce the kinetic energy residing above a chosen plane-wave cutoff. $\square$

**Feasibility.** Counting does not ensure a solution, because the norm conditions are quadratic. Let $c_0$ be the function of least norm that obeys the linear conditions. Every other one is $c_0+y$ with $y$ orthogonal to $c_0$, so the prescribed norm must satisfy $\langle u_i|u_i\rangle\ge\langle c_0|c_0\rangle$.

**Role of the matching conditions.** The theorem uses two of them. The others control how smoothly the projectors reach zero at $r_c$. For $M=5$, if $V_{\rm loc}$ joins $V$ with two continuous derivatives, then $\chi_i,\chi_i',\chi_i''$ at $r_c$ equal the corresponding derivatives of $(\varepsilon_i-T-V)u_i$, which are zero.

## Worked example

Take a model atom with $l=0$ and, in atomic units,

$$V(r)=-\frac{1+2e^{-r/\lambda}}r,\qquad\lambda=0.20\ \text{Å},\qquad r_c=1.20\ \text{Å}.$$

Numerical integration with $u=0$ at 16 Å puts the lowest three s levels at $-41.787$, $-5.077$ and $-1.949$ eV. The first is treated as core. The references are the second level, $\varepsilon_1=-5.0771$ eV, and a scattering state at $\varepsilon_2=10$ eV. With $u_i(r_c)=1$, the core overlaps are

$$\langle u_1|u_1\rangle=0.34585,\quad\langle u_1|u_2\rangle=0.46288,\quad\langle u_2|u_2\rangle=0.64193\ \text{Å}.$$

Inside $r_c$ the local potential is $-23.191+16.056x^2-4.924x^4$ eV, with $x=r/r_c$; it joins $V$ with two continuous derivatives. Each pseudo function is a sum of $N=10$ odd Legendre polynomials in $x$ with $M=5$. Remaining freedom is used to minimize $\int_0^{r_c}(\varphi_i'')^2dr$, first for $\varphi_1$ and then, with $\varphi_1$ fixed, for $\varphi_2$; this is a simpler measure of smoothness than that of the ONCV scheme. The constraints number $2\cdot5+3=13$, which is also the numerical rank of their Jacobian, and $20-13=7$ parameters are free.

**Hermiticity.** With all $q_{ij}=0$,

$$B=\begin{pmatrix}3.088&4.843\\4.843&8.125\end{pmatrix}\ \text{eV Å}.$$

The two orthonormal projectors have strengths 13.51 and 140.80 eV. If instead only matching is imposed, smoothing gives $q_{12}=-0.10275$ Å, $B_{12}=7.6616$ and $B_{21}=6.1125$ eV Å. The difference is 1.549 eV Å, in agreement with

$$(\varepsilon_1-\varepsilon_2)q_{12}=(-15.077)(-0.10275)=1.549\ \text{eV Å}.$$

The ultrasoft matrix restores symmetry: $D_{12}=7.6616-10(0.10275)=6.634$ and $D_{21}=6.1125+5.0771(0.10275)=6.634$ eV Å. Here $q$ has a negative eigenvalue, $-0.260$ Å, so $S$ has to be checked: its two eigenvalues different from 1 are 0.47 and 1.25, and it is positive definite.

**Slopes.** A third set keeps $q_{12}=0$ but makes both pseudo norms 20 percent too large, so $q_{11}=-0.2(0.34585)=-0.06917$ Å. Its $B$ is symmetric. In the present units the factor 2 in Lemma 3 becomes $2m/\hbar^2$, with $m$ the electron mass. Logarithmic derivatives were obtained by solving the pseudo equation in a polynomial basis inside $r_c$, and their slopes by central differences. At $\varepsilon_1$ the all-electron slope and that of the fully constrained set are both $-0.090775$ Å$^{-1}$eV$^{-1}$. The third set has $-0.108930$, and the shift, $-0.018155$, agrees with the predicted $(2m/\hbar^2)\,q_{11}/u_1(r_c)^2=-0.018155$ Å$^{-1}$eV$^{-1}$.

**Between and beyond the references.** The logarithmic derivatives, in Å$^{-1}$, are:

| $E$ (eV) | all-electron | all $q_{ij}=0$ | only $q_{12}=0$ |
|---|---|---|---|
| $-10$ | 1.1869 | 1.1856 | 1.2257 |
| 2.5 | $-0.0117$ | $-0.0124$ | 0.2717 |
| 15 | $-2.0499$ | $-2.0552$ | $-2.2922$ |

Hermiticity and correct values at two energies do not by themselves secure the values elsewhere. The third set even has a spurious pole of the logarithmic derivative at 0.16 eV, between the two references, where the all-electron curve has none. Its entry at 2.5 eV therefore lies on a different branch, and in the 16 Å sphere it has one extra level below 1.5 eV: a ghost can also lie above the valence state. In this model the fully constrained set is much closer to the all-electron result at all three energies. Its first pole lies at 34.2 eV, against 38.2 eV for the corresponding all-electron pole, so the agreement degrades well above $\varepsilon_2$: at 25 eV the values are $-6.27$ and $-5.85$ Å$^{-1}$.

**Levels.** Diagonalizing the fully constrained pseudo atom in 150 sine functions, again with $u=0$ at 16 Å, gives its lowest level at $-5.0771$ eV. The core level is absent and there is no ghost below the valence state. The level corresponding to the third all-electron one lies at $-1.94892$ eV, against $-1.94886$ eV for the all-electron atom, although it was not a reference.
